**Impact-ionization threshold from energy and momentum conservation**

For a direct gap with isotropic parabolic bands and no phonons, the program tests the threshold E_th = E_g(2m_c + m_v)/(m_c + m_v), where E_g is the gap and m_c and m_v are the electron and hole masses. It asserts that a generalized eigenvalue problem in all nine product momentum components gives this threshold, with equal product velocities, for six hole masses. Direct minimization confirms that an electron with kinetic energy E_g cannot pay for the products' motion. A one-dimensional periodic band shows the exception: with its minimum at the zone edge the threshold equals the gap, while with the minimum at the centre and the same width no event is allowed. For rough SnO2-like inputs the output gives 4.32 eV for a gap of 3.6 eV, the difference of 0.72 eV being kinetic energy of the products. Cosine and nonparabolic bands give 4.44 and 4.98 eV; these are size estimates, not computed SnO2 band structures. The program also sizes mass anisotropy, field blur, tunnelling, phonon emission and the blocking of final states.

## Numerical check

```python
"""
Impact ionization without phonons: electron -> two electrons + one hole.
Result under test, for a direct gap and isotropic parabolic bands:
    threshold = gap * (2*m_c + m_v) / (m_c + m_v)
The threshold is a kinetic energy measured from the conduction-band minimum.
m_c, m_v: electron and hole masses in free-electron masses.
Energies are in eV, lengths in nm, wavevectors in 1/nm.
The example uses rough SnO2-like inputs, not a computed band structure.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize, minimize_scalar

# hbar^2 / (2 * free-electron mass), in eV nm^2
H2M = const.hbar**2 / (2 * const.m_e * const.e) * 1e18

gap = 3.6
m_c, m_v = 0.30, 1.2
cell_a, cell_c = 0.47, 0.32
field_mv_cm = 3.0
field = field_mv_cm * 0.1          # V/nm, also eV/nm for one charge
free_path = 2.0
phonon = 0.08
temperature = 300.0
gap_change = 0.1


def threshold_formula(energy_gap, electron_mass, hole_mass):
    return (energy_gap * (2 * electron_mass + hole_mass)
            / (electron_mass + hole_mass))


def threshold_diagonalized(energy_gap, electron_masses, hole_masses):
    """Maximize initial/product kinetic energy over all nine components."""
    inv_e = 1 / np.asarray(electron_masses, dtype=float)
    inv_h = 1 / np.asarray(hole_masses, dtype=float)
    total = np.hstack([np.eye(3)] * 3)
    initial_form = total.T @ np.diag(inv_e) @ total
    product_form = np.diag(np.concatenate([inv_e, inv_e, inv_h]))
    ratios, vectors = eigh(initial_form, product_form)
    best = ratios[-1]
    momenta = vectors[:, -1].reshape(3, 3)
    velocities = momenta * np.array([inv_e, inv_e, inv_h])
    return energy_gap * best / (best - 1), velocities


# Threshold and equal product velocities, over a wide range of mass ratios
for hole_mass in [1e-4, 0.1, 0.3, 1.2, 10.0, 1e4]:
    numeric, velocity = threshold_diagonalized(
        gap, [m_c] * 3, [hole_mass] * 3)
    assert abs(numeric - threshold_formula(gap, m_c, hole_mass)) < 1e-6
    scale = np.abs(velocity).max()
    assert np.allclose(velocity[0], velocity[1], atol=1e-6 * scale)
    assert np.allclose(velocity[0], velocity[2], atol=1e-6 * scale)
light_hole = threshold_diagonalized(gap, [m_c] * 3, [1e-4] * 3)[0]
equal_mass = threshold_diagonalized(gap, [m_c] * 3, [m_c] * 3)[0]
heavy_hole = threshold_diagonalized(gap, [m_c] * 3, [1e4] * 3)[0]
assert abs(light_hole / gap - 2) < 1e-3
assert abs(equal_mass / gap - 1.5) < 1e-9
assert abs(heavy_hole / gap - 1) < 1e-3
threshold = threshold_diagonalized(gap, [m_c] * 3, [m_v] * 3)[0]


def parabolic(k_squared):
    return H2M * k_squared / m_c


def cheapest_products(k_total, electron_energy):
    """Minimize product kinetic energy over two free 3D wavevectors."""
    target = np.array([0.0, 0.0, k_total])

    def cost(x):
        first, second = x[:3], x[3:]
        hole = target - first - second
        return (electron_energy(first @ first)
                + electron_energy(second @ second)
                + H2M * (hole @ hole) / m_v)

    start = np.random.default_rng(4).normal(size=6)
    found = minimize(cost, start, method="BFGS")
    return found.fun, found.x


# An electron whose kinetic energy equals the gap cannot pay the full cost
k_at_gap = np.sqrt(m_c * gap / H2M)
shortage, _ = cheapest_products(k_at_gap, parabolic)
assert abs(shortage - gap * m_c / (2 * m_c + m_v)) < 1e-5
assert shortage > 0

# Products exactly at threshold
k_initial = np.sqrt(m_c * threshold / H2M)
product_energy, product_k = cheapest_products(k_initial, parabolic)
k_electron = product_k[2]
k_hole = k_initial - product_k[2] - product_k[5]
energy_electron = H2M * (product_k[:3] @ product_k[:3]) / m_c
energy_hole = H2M * k_hole**2 / m_v
assert abs(product_energy + gap - threshold) < 1e-5
assert abs(2 * energy_electron + energy_hole - product_energy) < 1e-4


def periodic_product_cost(electron, hole):
    """Cheapest products for each total crystal momentum on a 1D ring."""
    n = len(electron)
    index = (np.arange(n)[:, None] - np.arange(n)[None, :]) % n
    pair = (electron[None, :] + electron[index]).min(axis=1)
    return (pair[None, :] + hole[index]).min(axis=1)


# Same band width, but a different position of the conduction minimum
ring = 2 * np.pi * np.arange(120) / 120
hole_ring = 0.3 * (1 - np.cos(ring))
edge_band = gap / 2 * (1 + np.cos(ring))
centre_band = gap / 2 * (1 - np.cos(ring))
edge_ok = edge_band >= gap + periodic_product_cost(
    edge_band, hole_ring) - 1e-10
centre_ok = centre_band >= gap + periodic_product_cost(
    centre_band, hole_ring) - 1e-10
assert edge_ok.any()
edge_threshold = edge_band[edge_ok].min()
assert abs(edge_threshold - gap) < 1e-10
assert not centre_ok.any()


# Finite band width and Umklapp: separable tetragonal cosine bands
def cosine_axis(length, points=720):
    angle = 2 * np.pi * np.arange(points) / points
    electron = 2 * H2M / (m_c * length**2) * (1 - np.cos(angle))
    hole = 2 * H2M / (m_v * length**2) * (1 - np.cos(angle))
    cost = periodic_product_cost(electron, hole)
    half = points // 2 + 1
    surplus = (electron - cost)[:half]
    assert np.all(np.diff(surplus) > 0)
    return electron[:half], surplus


def lattice_threshold(shrink):
    energy_x, surplus_x = cosine_axis(cell_a / shrink)
    energy_z, surplus_z = cosine_axis(cell_c / shrink)
    needed = gap - surplus_x[:, None] - surplus_x[None, :]
    possible = (needed >= 0) & (needed <= surplus_z[-1])
    energy = (energy_x[:, None] + energy_x[None, :]
              + np.interp(needed, surplus_z, energy_z))
    return energy[possible].min()


# A finer lattice must recover parabolic bands; tolerance covers the grid
# error and the remaining curvature of the cosine.
assert abs(lattice_threshold(5.0) - threshold) < 0.02
threshold_lattice = lattice_threshold(1.0)
assert threshold_lattice > threshold
width_a = cosine_axis(cell_a)[0].max()
width_c = cosine_axis(cell_c)[0].max()


# Nonparabolicity: E * (1 + alpha * E) = hbar^2 k^2 / (2 m_c)
def nonparabolic_threshold(alpha):
    def electron_energy(k_squared):
        gamma = H2M * k_squared / m_c
        return 2 * gamma / (1 + np.sqrt(1 + 4 * alpha * gamma))

    def collinear_cost(k):
        return minimize_scalar(
            lambda q: 2 * electron_energy(q * q)
            + H2M * (k - 2 * q)**2 / m_v,
            bounds=(0, k / 2), method="bounded",
            options={"xatol": 1e-10}).fun

    k = brentq(lambda q: electron_energy(q * q) - gap
               - collinear_cost(q), 3, 20)
    full_cost, _ = cheapest_products(k, electron_energy)
    assert abs(full_cost - collinear_cost(k)) < 1e-5
    return electron_energy(k * k), k


alpha = (1 - m_c)**2 / gap
assert abs(nonparabolic_threshold(1e-7)[0] - threshold) < 1e-4
threshold_nonpar, k_nonpar = nonparabolic_threshold(alpha)
assert threshold_nonpar > threshold

# Mass anisotropy and uncertainty in the hole mass
m_c_light = 0.25
threshold_aniso = threshold_diagonalized(
    gap, [m_c, m_c, m_c_light], [m_v] * 3)[0]
assert abs(threshold_aniso
           - threshold_formula(gap, m_c_light, m_v)) < 1e-8
hole_low, hole_high = 0.9, 1.8
threshold_hole_low = threshold_diagonalized(
    gap, [m_c] * 3, [hole_low] * 3)[0]
threshold_hole_high = threshold_diagonalized(
    gap, [m_c] * 3, [hole_high] * 3)[0]
threshold_gap_change = threshold_diagonalized(
    gap + gap_change, [m_c] * 3, [m_v] * 3)[0] - threshold

# Collision-free acceleration from rest
distance_gap = gap / field
distance_threshold = threshold / field


def survival_by_slices(distance, slices=100000):
    return np.prod(np.full(slices, 1 - distance / slices / free_path))


survival_gap = survival_by_slices(distance_gap)
survival_threshold = survival_by_slices(distance_threshold)
survival_ratio = survival_threshold / survival_gap
# Tolerance covers the finite thickness of the slices
assert abs(survival_ratio
           / np.exp(-(threshold - gap) / (field * free_path)) - 1) < 1e-3

# Field blur: potential drop over a length equals confinement energy
reduced_mass = m_c * m_v / (m_c + m_v)
blur_length = brentq(
    lambda x: field * x - H2M / (reduced_mass * x**2), 0.01, 100)
field_blur = field * blur_length
assert abs(field_blur
           - (field**2 * H2M / reduced_mass)**(1 / 3)) < 1e-9

# Interband tunnelling exponent from the two-band decay constant
tunnel_mass = 2 * reduced_mass
tunnel_exponent = 2 / field * quad(
    lambda e: np.sqrt(tunnel_mass * e * (gap - e) / (gap * H2M)),
    0, gap)[0]
tunnel_closed = (np.pi * gap**1.5 * np.sqrt(tunnel_mass / H2M)
                 / (4 * field))
assert abs(tunnel_exponent / tunnel_closed - 1) < 1e-6

# Density at which the Fermi energy reaches a product electron's energy
box = 200.0
grid = 2 * np.pi / box * np.arange(-40, 41)
k_squared_grid = (grid[:, None, None]**2 + grid[None, :, None]**2
                  + grid[None, None, :]**2)
assert grid.max() > k_electron
counted = 2 * np.count_nonzero(k_squared_grid <= k_electron**2) / box**3
blocking_density = k_electron**3 / (3 * np.pi**2)
assert abs(counted / blocking_density - 1) < 0.01
thermal_energy = const.k * temperature / const.e

print("INPUTS (rough or assumed)")
print(f"band gap: {gap:.2f} eV")
print(f"electron mass: {m_c:.2f} m_e; hole mass: {m_v:.2f} m_e")
print(f"cell lengths a, c: {cell_a:.2f}, {cell_c:.2f} nm")
print(f"field: {field_mv_cm:.1f} MV/cm")
print(f"mean free path: {free_path:.1f} nm")
print("THRESHOLD")
print(f"parabolic threshold: {threshold:.3f} eV")
print(f"threshold / gap: {threshold / gap:.3f}")
print(f"excess over gap: {threshold - gap:.3f} eV")
print(f"shortage when kinetic energy = gap: {shortage:.3f} eV")
print(f"threshold / gap, very light hole: {light_hole / gap:.3f}")
print(f"threshold / gap, equal masses: {equal_mass / gap:.3f}")
print(f"threshold / gap, very heavy hole: {heavy_hole / gap:.3f}")
print("EVENT AT THRESHOLD")
print(f"initial wavevector: {k_initial:.3f} 1/nm")
print(f"each product electron: {k_electron:.3f} 1/nm")
print(f"product hole: {k_hole:.3f} 1/nm")
print(f"energy of each product electron: {energy_electron:.3f} eV")
print(f"energy of product hole: {energy_hole:.3f} eV")
print("PERIODIC-BAND EXCEPTION (width = gap)")
print(f"minimum at zone edge, threshold: {edge_threshold:.3f} eV")
print(f"minimum at centre, allowed states: {centre_ok.sum()}")
print("COLLISION-FREE FLIGHT")
print(f"distance to gap energy: {distance_gap:.2f} nm")
print(f"distance to threshold: {distance_threshold:.2f} nm")
print(f"survival to gap energy: {survival_gap:.2e}")
print(f"survival to threshold: {survival_threshold:.2e}")
print(f"survival ratio: {survival_ratio:.3f}")
print("NEGLECTED EFFECTS")
print(f"nonparabolicity alpha: {alpha:.3f} 1/eV")
print(f"nonparabolic threshold: {threshold_nonpar:.2f} eV")
print(f"its initial wavevector: {k_nonpar:.2f} 1/nm")
print(f"zone edge along a: {np.pi / cell_a:.2f} 1/nm")
print(f"zone edge along c: {np.pi / cell_c:.2f} 1/nm")
print(f"cosine-band threshold: {threshold_lattice:.2f} eV")
print(f"cosine width along a: {width_a:.2f} eV")
print(f"cosine width along c: {width_c:.2f} eV")
print(f"electron mass {m_c_light:.2f} along c: {threshold_aniso:.2f} eV")
print(f"hole mass {hole_low:.1f}: {threshold_hole_low:.2f} eV")
print(f"hole mass {hole_high:.1f}: {threshold_hole_high:.2f} eV")
print(f"gap rise {gap_change:.2f} eV lifts threshold by: "
      f"{threshold_gap_change:.2f} eV")
print(f"rough phonon energy: {phonon:.2f} eV")
print(f"minimum with phonon emission: {gap + phonon:.2f} eV")
print(f"thermal energy at {temperature:.0f} K: {thermal_energy:.3f} eV")
print(f"field blur: {field_blur:.2f} eV")
print(f"tunnelling exponent: {tunnel_exponent:.1f}")
print(f"tunnelling factor: {np.exp(-tunnel_exponent):.1e}")
print(f"blocking electron density: {blocking_density * 1e21:.1e} cm^-3")
print("finished without a failed check")
```

Output:

```
INPUTS (rough or assumed)
band gap: 3.60 eV
electron mass: 0.30 m_e; hole mass: 1.20 m_e
cell lengths a, c: 0.47, 0.32 nm
field: 3.0 MV/cm
mean free path: 2.0 nm
THRESHOLD
parabolic threshold: 4.320 eV
threshold / gap: 1.200
excess over gap: 0.720 eV
shortage when kinetic energy = gap: 0.600 eV
threshold / gap, very light hole: 2.000
threshold / gap, equal masses: 1.500
threshold / gap, very heavy hole: 1.000
EVENT AT THRESHOLD
initial wavevector: 5.832 1/nm
each product electron: 0.972 1/nm
product hole: 3.888 1/nm
energy of each product electron: 0.120 eV
energy of product hole: 0.480 eV
PERIODIC-BAND EXCEPTION (width = gap)
minimum at zone edge, threshold: 3.600 eV
minimum at centre, allowed states: 0
COLLISION-FREE FLIGHT
distance to gap energy: 12.00 nm
distance to threshold: 14.40 nm
survival to gap energy: 2.48e-03
survival to threshold: 7.46e-04
survival ratio: 0.301
NEGLECTED EFFECTS
nonparabolicity alpha: 0.136 1/eV
nonparabolic threshold: 4.98 eV
its initial wavevector: 8.11 1/nm
zone edge along a: 6.68 1/nm
zone edge along c: 9.82 1/nm
cosine-band threshold: 4.44 eV
cosine width along a: 2.30 eV
cosine width along c: 4.96 eV
electron mass 0.25 along c: 4.22 eV
hole mass 0.9: 4.50 eV
hole mass 1.8: 4.11 eV
gap rise 0.10 eV lifts threshold by: 0.12 eV
rough phonon energy: 0.08 eV
minimum with phonon emission: 3.68 eV
thermal energy at 300 K: 0.026 eV
field blur: 0.24 eV
tunnelling exponent: 63.5
tunnelling factor: 2.7e-28
blocking electron density: 3.1e+19 cm^-3
finished without a failed check
```
